Møller's disk of energy centres for a Dirac electron

**Setting**

A free Dirac electron has the Hamiltonian H = cα·p + βmc². Its energy density is Re ψ†Hψ, so its centre of energy at a given time is ⟨xH + Hx⟩/(2⟨H⟩). Define

K = (xH + Hx)/(2c²), J = L + ħΣ/2, L = x×p.

The centre of energy is then c²⟨K⟩/⟨H⟩. The state contains positive energies only. In its rest frame, where ⟨p⟩ = 0, let ⟨H⟩ = Mc². Place the origin at the centre of energy in that frame, so that ⟨K⟩ = 0, and write ⟨J⟩ = S ≠ 0. A second observer moves with velocity v, |v| < c. The two sets of axes are parallel and the origins coincide at t = t' = 0.

**(a) Find the commutators of K_x with p, H, J_y, J_z, K_y and K_z.**

*Answer.* From [x_i,p_j] = iħδ_ij we have [x_i,H] = iħcα_i, and therefore

K_i = x_iH/c² − iħα_i/(2c).

Since p commutes with H and α,

[K_x,p_x] = iħH/c², [K_x,p_y] = [K_x,p_z] = 0.

The matrices α_i and β anticommute with one another and α_i² = 1, so {α_i,H} = 2cp_i. Hence

[K_x,H] = ([x,H]H + H[x,H])/(2c²) = iħ{α_x,H}/(2c) = iħp_x.

Under J, the operators x, p and α rotate as vectors, while β is unchanged. Thus H is a scalar and K a vector, which gives

[K_x,J_z] = −iħK_y, [K_x,J_y] = iħK_z.

For [K_x,K_y], multiply by c⁴ and take the pieces in turn. Using Hy = yH − iħcα_y and Hx = xH − iħcα_x,

[xH,yH] = −iħc(xα_y − yα_x)H.

The terms with one factor −iħcα/2 give

−(iħc/2)(x[H,α_y] − y[H,α_x]).

Together these two lines are

−(iħc/2)(x{α_y,H} − y{α_x,H}) = −iħc²(xp_y − yp_x) = −iħc²L_z.

The last piece is (−iħc/2)²[α_x,α_y] = −(ħ²c²/4)(2iΣ_z) = −iħc²(ħΣ_z/2). Adding and dividing by c⁴,

[K_x,K_y] = −iħJ_z/c².

Replacing y by z changes L_z to xp_z − zp_x = −L_y, and [α_x,α_z] = −2iΣ_y, so

[K_x,K_z] = iħJ_y/c².

**(b) Show that exp(−iηcK_x/ħ), with tanh η = v/c, takes the state at t = 0 to the state at t' = 0 for an observer moving along x.**

*Answer.* First find the spinor law. The Dirac equation is Dψ = 0 with

D = ∂_t/c + α·∇ + iβmc/ħ.

Put ψ = exp(ηα_x/2)ψ' and multiply from the left by exp(ηα_x/2). Because α_y, α_z and β anticommute with α_x, the two exponentials cancel around them. Around ∂_t/c + α_x∂_x they combine to exp(ηα_x) = cosh η + α_x sinh η, giving

(cosh η ∂_t/c + sinh η ∂_x) + α_x(cosh η ∂_x + sinh η ∂_t/c) = ∂_t'/c + α_x∂_x'.

The last equality is the chain rule for x = x' cosh η + ct' sinh η and ct = ct' cosh η + x' sinh η. So ψ'(x',t') = exp(−ηα_x/2)ψ(x,t) obeys the same Dirac equation.

For small η and t' = 0, we have x = x' and t = ηx'/c to first order. With ∂_tψ = −iHψ/ħ,

ψ' = ψ − η[α_x/2 + ixH/(ħc)]ψ = (1 − iηcK_x/ħ)ψ,

by the form of K_x in (a). Successive boosts along x add their rapidities η, so the finite boost is the exponential.

**(c) Find ⟨H⟩, ⟨p⟩ and ⟨K⟩ for the moving observer at t' = 0.**

*Answer.* K_x is Hermitian, so for an operator A with no explicit dependence on η

d⟨A⟩/dη = (ic/ħ)⟨[K_x,A]⟩.

The commutators of (a) give

d⟨H⟩/dη = −c⟨p_x⟩, d⟨p_x⟩/dη = −⟨H⟩/c,
d⟨K_y⟩/dη = ⟨J_z⟩/c, d⟨J_z⟩/dη = c⟨K_y⟩,
d⟨K_z⟩/dη = −⟨J_y⟩/c, d⟨J_y⟩/dη = −c⟨K_z⟩,

while ⟨K_x⟩, ⟨p_y⟩ and ⟨p_z⟩ do not change. At η = 0 the values are ⟨H⟩ = Mc², ⟨p⟩ = 0, ⟨K⟩ = 0 and ⟨J⟩ = S. Each pair is solved by hyperbolic functions:

⟨H⟩' = Mc² cosh η, ⟨p_x⟩' = −Mc sinh η,
⟨K_y⟩' = (S_z/c) sinh η, ⟨K_z⟩' = −(S_y/c) sinh η.

Now cosh η = γ and sinh η = γv/c, where γ = (1 − v²/c²)^(−1/2). For v along x, S×v = v(0, S_z, −S_y). In vector form, valid for any direction of v because the x axis may be chosen along it,

⟨H⟩' = γMc², ⟨p⟩' = −γMv, ⟨K⟩' = γS×v/c².

**(d) Which point of the rest frame does the moving observer call the centre of energy?**

*Answer.* With K held fixed as an operator, its mean changes at the rate (i/ħ)⟨[H,K]⟩ = ⟨p⟩. At time t' the observer's centre is therefore

X'(t') = c²(⟨K⟩' + t'⟨p⟩')/⟨H⟩' = S×v/(Mc²) − vt'.

The first term is perpendicular to v and is unchanged by the transformation back. The coordinate along v becomes γ(−vt' + vt') = 0. The centre is thus at rest in the rest frame, at

R(v) = S×v/(Mc²).

**(e) Determine the set of all these points.**

*Answer.* Each R(v) is normal to S. If v_⊥ is the part of v normal to S, then

|R| = S|v_⊥|/(Mc²) < S/(Mc).

So every centre lies in the open disk of radius S/(Mc), normal to S and centred on the origin.

Conversely, take any R with R·S = 0 and |R| < S/(Mc), and choose

v = (Mc²/S²) R×S.

Its size is Mc²|R|/S < c, so it belongs to a possible observer. Moreover

S×(R×S) = S²R − S(S·R) = S²R,

and hence S×v/(Mc²) = R. The centres fill the whole open disk. The rim is approached as |v_⊥| → c but is not reached. The component of v along S may be given any value without moving the point, provided v_⊥ is held fixed and |v| stays below c; all components are those measured in the rest frame. The displacement is proportional to |v_⊥|/c at every speed, and it vanishes for v along S. For S → 0 the disk shrinks to a point, and for a system without a rest frame the construction is not available.

**(f) Show that a classical cloud of free particles obeys the same law, and explain the direction of the displacement.**

*Answer.* For one particle of energy E, the quantity k = Ex/c² − tp is constant along its path, since its velocity is c²p/E. It can therefore be evaluated at any event on the path, and differences in simultaneity do no harm. For an observer moving along x,

k_y' = yγ(E − vp_x)/c² − γ(t − vx/c²)p_y = γ[k_y + v(xp_y − yp_x)/c²].

Summed over the cloud, with zero total k in the rest frame, this is K_y' = γvS_z/c², as in (c). The z component follows in the same way, and k_x' = k_x. Parts (d) and (e) then apply unchanged.

The term −yp_x comes from the altered energies: particles moving against the observer count for more. The term xp_y comes from the altered simultaneity. For S along z and v along x, their sum moves the centre towards positive y.

**(g) Find the disk radius for the electron packet**

φ(p) = g(|p|) u(p), u(p) = [(E_p + mc²)χ ; cσ·pχ]/√(2E_p(E_p + mc²)),

**where E_p = √(m²c⁴ + c²p²), χ†χ = 1 and ∫|g|²d³p = 1.**

*Answer.* Using c²p² = (E_p − mc²)(E_p + mc²), one finds u†u = 1 and Hu = E_pu, so the packet has positive energy. Since |φ|² is even in p, ⟨p⟩ = 0. The parity operation, p → −p together with multiplication by β, leaves φ unchanged but reverses K, so ⟨K⟩ = 0.

The factors built from |p| and σ·p commute with L + ħσ/2, and L gives zero on g(|p|). Hence J acts as ħσ/2 on χ, and

S = (ħ/2)χ†σχ, |S| = ħ/2.

The radius is therefore ħ/(2Mc), with Mc² = ⟨E_p⟩. What enters is the length of the mean vector ⟨J⟩, not the root of a mean square, so √3ħ/2 does not appear. An incoherent mixture of opposite spins with the same g has a shorter S and a smaller disk.

If σ now denotes the momentum spread along each axis, ⟨p²⟩ = 3σ², and to leading order

M/m = 1 + 3σ²/(2m²c²).

For σ much smaller than mc the radius tends to

ħ/(2mc) = 386.159 fm/2 = 193.08 fm = 1.9308 × 10⁻¹³ m.

The position spread along each axis is at least ħ/(2σ). The disk radius is thus at most about σ/(mc) of the packet's spread: the disk describes shifts of a mean position, not the extent of the packet.

**(h) Take |g|² ∝ exp(−p²/(2σ²)), spin along z and v = 0.8c along x. How far is the centre displaced, and how does the packet's width matter?**

*Answer.* The displacement is along y and equals 0.8 times the disk radius. The values below were obtained by transforming the spinor packet, summing over a momentum grid and taking x = iħ∇_p by finite differences.

σ = 0.20mc: M/m = 1.05735, radius 182.6 fm, displacement 146.1 fm.
σ = 0.10mc: M/m = 1.01482, radius 190.3 fm, displacement 152.2 fm.
σ = 0.05mc: M/m = 1.00374, radius 192.4 fm, displacement 153.9 fm.

The narrow-spread limit is 0.8 × 193.08 fm = 154.5 fm. A larger momentum spread raises M and shrinks the disk, while |S| stays at ħ/2.

For σ = 0.20mc and the spin tilted by 60° from z towards x, only S_z contributes to S×v. The displacement is 146.1 fm × cos 60° = 73.0 fm.

**(i) Which observers place the centre at R = (60, −80, 0) fm, for spin along z and negligible momentum spread?**

*Answer.* The distance from the origin is √(60² + 80²) fm = 100 fm, inside the disk. With a = 193.08 fm, part (e) gives

v/c = R×ẑ/a = (−80, −60, 0)/193.08 = (−0.414, −0.311, 0).

This speed is 0.518c. With these x and y components held fixed, v may also have any z component, measured in the rest frame, smaller in size than c√(1 − 0.518²) = 0.855c. All these observers, and no others, assign this same centre, because S×v fixes the part of v normal to S and leaves the part along S free.

Numbers in the example were calculated in double precision.
